# Body Bias and Threshold in an Undoped Layer above a Ground Plane

## Definitions and conventions

An n-channel transistor has a gate, an oxide of thickness $t$ and permittivity $\varepsilon_{ox}$, an undoped silicon layer of thickness $d$ and permittivity $\varepsilon_s$, and below it a p-type ground plane. Depth $x$ is measured from the oxide interface into the silicon. Capacitances are per unit area:
$$C_{ox}=\frac{\varepsilon_{ox}}{t},\qquad C_{layer}=\frac{\varepsilon_s}{d},\qquad r=\frac{C_{layer}}{C_{ox}}=\frac{\varepsilon_s t}{\varepsilon_{ox}d}.$$

The source is grounded and the body is held at $-V_R$, with reverse bias $V_R\ge 0$. The channel is long and the drain bias small, so the potential depends on $x$ alone. The zero of the potential $\phi$ is where the intrinsic level meets the source Fermi level. With $v=kT/q$, $q>0$, and Boltzmann statistics,
$$n=n_i e^{\phi/v},\qquad p=n_i e^{(-V_R-\phi)/v}.$$
Electrons follow the source Fermi level and holes that of the body. The field $F=-d\phi/dx$ is positive when it points from the surface to the plane; it then presses electrons against the oxide.

An ideal ground plane is an equipotential at $x=d$, with no depletion inside it and no holes spilling into the layer. Threshold is first defined by a fixed surface potential $\phi_{th}$, which means a fixed surface electron density $n_ie^{\phi_{th}/v}$.

## The ideal law

Deep in a plane with acceptor density $N$, neutrality requires $p=N$, so
$$\phi_{gp}=-V_R-\phi_F,\qquad \phi_F=v\ln\frac{N}{n_i}.$$
Body bias lowers the plane potential volt for volt, while the surface potential at threshold stays tied to the source.

Let the electron charge at threshold be negligible. The layer then holds no charge, Poisson's equation reads $\phi''=0$, and the field is uniform:
$$F=\frac{\phi_s-\phi_{gp}}{d}=\frac{\phi_s+\phi_F+V_R}{d}.$$

Let $\Phi$ be the gate work function minus the work function referred to the silicon intrinsic level, divided by $q$. The voltage across the oxide is then $V_G-\Phi-\phi_s$. A fixed interface charge $Q_f$ would add $-Q_f/C_{ox}$ to $\Phi$. Continuity of the displacement gives
$$C_{ox}(V_G-\Phi-\phi_s)=\varepsilon_sF .$$
Insert $F$, set $\phi_s=\phi_{th}$, and divide by $C_{ox}$:
$$V_T=\Phi+\phi_{th}+r(\phi_{th}+\phi_F+V_R),\qquad \boxed{\frac{dV_T}{dV_R}=\frac{C_{layer}}{C_{ox}}}.$$
Within these assumptions the law is linear, because nothing on the right except the last term depends on $V_R$.

The slope is a charge balance. With the surface potential held, an extra bias $\Delta V_R$ puts an extra charge $-C_{layer}\Delta V_R$ on the plane. The gate must supply the opposite charge through $C_{ox}$, which takes $\Delta V_G=C_{layer}\Delta V_R/C_{ox}$.

## Residual doping of the layer

Suppose the layer contains a uniform acceptor density $N_r$, fully depleted. Then $\phi''=qN_r/\varepsilon_s$, and
$$\phi(x)=\phi_s-F_sx+\frac{qN_r}{2\varepsilon_s}x^2 .$$
Setting $\phi(d)=\phi_{gp}$ gives the surface field
$$F_s=\frac{\phi_s-\phi_{gp}}{d}+\frac{qN_rd}{2\varepsilon_s}.$$
For an ideal plane and a fixed surface potential, the last term raises $V_T$ by $qN_rd/(2C_{ox})$ and leaves the slope alone. With a plane of finite doping, treated below, and the surface potential still fixed, the slope rises somewhat, because residual doping lowers the field at the plane and with it the depletion width there. Full depletion requires the field to remain positive down to $x=d$, that is $qN_rd^2/(2\varepsilon_s)<\phi_s-\phi_{gp}$. Beyond that point the depletion edge lies inside the layer and moves with bias, and the linear law fails.

## Threshold at fixed sheet density

A threshold defined by a small drain current is closer to a fixed sheet density $N_s$ than to a fixed surface density. (They would coincide with a fixed current only if the mobility did not change with field.) Write
$$N_s=S(F)\,e^{\phi_s/v}.$$

Classically, $n(x)=n_ie^{\phi_s/v}e^{-Fx/v}$. For $v/F\ll d$ the integral may be extended to infinity, so $S=n_iv/F$, and the mean electron depth is $\bar z=v/F$. Hence
$$\frac{d\ln S}{dF}=-\frac1F=-\frac{\bar z}{v}.$$

The same relation holds with subbands. Let $E_j$ be a level of $-\frac{\hbar^2}{2m_z}\frac{d^2}{dx^2}+qFx$ with a hard wall at $x=0$. The Hellmann–Feynman theorem gives $dE_j/dF=q z_j$, where $z_j$ is the mean depth in that level. With Boltzmann filling,
$$S=A\sum_jD_je^{-E_j/kT},$$
where $D_j$ contains the valley number and in-plane mass, and $A$ does not depend on field. Therefore
$$\frac{d\ln S}{dF}=-\frac{q}{kT}\,\frac{\sum_jD_jz_je^{-E_j/kT}}{\sum_jD_je^{-E_j/kT}}=-\frac{\bar z}{v}.$$
For the triangular well $E_j=(\hbar^2/2m_z)^{1/3}(qF)^{2/3}a_j$, where $-a_j$ are the zeros of the Airy function. Since $E_j\propto F^{2/3}$, $z_j=2E_j/(3qF)$.

At fixed $N_s$, differentiate $\ln N_s=\ln S+\phi_s/v$:
$$0=-\frac{\bar z}{v}+\frac1v\frac{d\phi_s}{dF}\quad\Longrightarrow\quad\frac{d\phi_s}{dF}=\bar z .$$
A stronger field squeezes the electrons, and the surface potential must rise to keep their number.

## A plane of finite doping

Let $u=(\phi-\phi_{gp})/v$, so that $p=Ne^{-u}$. Inside the plane the charge density is $qN(e^{-u}-1)$, and $\phi''=(qN/\varepsilon_s)(1-e^{-u})$. Multiply by $\phi'=vu'$ and integrate from the neutral interior, where $u=0$ and $\phi'=0$:
$$F^2=\frac{2qNv}{\varepsilon_s}\,(u-1+e^{-u}).$$
In the layer only the hole charge is present, so $\phi''=-(qN/\varepsilon_s)e^{-u}$. The same step gives
$$F^2=F_0^2+\frac{2qNv}{\varepsilon_s}e^{-u},$$
where $F_0$ is the field beyond the reach of the holes. At the plane edge both expressions hold with $u=u_e$. The exponentials cancel:
$$vu_e=v+\frac{\varepsilon_sF_0^2}{2qN}.$$

Now neglect the hole tail in the layer and write $F$ for $F_0$. The total drop from surface to neutral plane is
$$\phi_s+\phi_F+V_R=Fd+\frac{\varepsilon_sF^2}{2qN}+v .$$
Its derivative with respect to $F$ is $d+w$, with $w=\varepsilon_sF/(qN)$ the depletion width in the plane.

The tail is negligible when $e^{-u_e}\ll u_e-1$, the ratio of the two terms in $F^2$ at the edge. If $N\to\infty$ at fixed field, $u_e\to1$ and this condition fails: Boltzmann holes then spill strongly into the layer. At fixed surface potential the tail-free slope $t_s/(d+w)$ derived below returns to the ideal value as $w\to0$, but a plane with Boltzmann holes does not: its slope tends to about $t_s/(d-2v/F)$, which is 0.207 against 0.200 in the example below at $V_R=0.5$ V. The ideal plane is thus a boundary condition, and not the infinite-doping limit of the Boltzmann model.

## The corrected slope

Differentiate the total drop with respect to $V_R$ at fixed $N_s$, using $d\phi_s/dF=\bar z$:
$$(d+w)\frac{dF}{dV_R}=\bar z\frac{dF}{dV_R}+1\quad\Longrightarrow\quad\frac{dF}{dV_R}=\frac{1}{d+w-\bar z}.$$
Gauss's law, now with the electron charge, gives $V_T=\Phi+\phi_s+(\varepsilon_sF+qN_s)/C_{ox}$. The term in $N_s$ is constant. With the silicon-equivalent oxide thickness $t_s=\varepsilon_st/\varepsilon_{ox}$,
$$\boxed{\frac{dV_T}{dV_R}=\frac{t_s+\bar z}{d+w-\bar z}}.$$
The field of the electrons on themselves has been neglected, which suits a weakly filled channel.

For $\bar z=w=0$ this is $t_s/d=r$. For a fixed surface potential, $d\phi_s/dF=0$ replaces $\bar z$ by zero, and the slope is $t_s/(d+w)$. In general the change relative to $r$ is
$$\frac{1}{r}\frac{dV_T}{dV_R}-1=\frac{(d+t_s)\bar z-t_sw}{t_s(d+w-\bar z)}\approx\frac{\bar z}{t_s}+\frac{\bar z-w}{d},$$
the last form to first order in $\bar z$ and $w$. Electron depth competes with $t_s$, which is much smaller than $d$ when $r$ is small. Plane depletion competes with $d$ and acts the other way. Since $\bar z$ and $w$ both depend on field, $V_T$ is no longer strictly linear in $V_R$.

## Worked example: the ideal line

Take silicon at 300 K with $t=2$ nm, $d=30$ nm, $N=10^{19}$ cm$^{-3}$, a midgap gate ($\Phi=0$) and $n_i=10^{10}$ cm$^{-3}$. The relative permittivities are 11.7 and 3.9. Then $t_s=3\times2=6$ nm and $r=6/30=0.200$.

Choose a surface density of $10^{17}$ cm$^{-3}$ at threshold. With $v=25.85$ mV, $\phi_{th}=v\ln10^7=0.4167$ V and $\phi_F=v\ln10^9=0.5357$ V. Hence
$$V_T(0)=0.4167+0.2000\,(0.4167+0.5357)=0.6072\ \text{V},$$
and $V_T=0.8072$ V at $V_R=1$ V.

A numerical solution of Poisson's equation through oxide and layer, with the electron charge kept, gives 0.6079 V and 0.8075 V at the two ends. Its fitted slope is 0.1996. The small excess of $V_T$ over the ideal law is the electron charge, about $qn_s v/F$ per area for surface density $n_s$, divided by $C_{ox}$; it shrinks as the field grows. A second geometry, $d=20$ nm and $t=1$ nm, gives 0.1499 against $r=0.1500$.

Residual doping of $10^{16}$ cm$^{-3}$ shifts $V_T$ by 1.39 mV, in the formula and in the numerical solution. Dividing by $r$ gives $qN_rd^2/(2\varepsilon_s)\approx7$ mV, far below the 0.95 V across the layer, so the layer is fully depleted.

## Worked example: the corrections

Now hold $N_s=10^{10}$ cm$^{-2}$, except in the row marked fixed surface. The local slopes at $V_R=0.5$ V are:

| Model | Formula | Numerical |
|---|---:|---:|
| Ideal plane, classical | 0.2215 | 0.2215 |
| Finite plane, fixed surface | 0.1822 | 0.1820 |
| Finite plane, classical | 0.2026 | 0.2028 |
| Finite plane, subbands | 0.2464 | 0.2464 |

The first three numerical values come from Poisson solutions with threshold found by root search. The last uses levels from diagonalizing the layer Hamiltonian, with the same expression for the plane drop as the formula.

The near agreement of the third row with $r$ is a cancellation. There $\bar z=0.56$ nm and $w=2.96$ nm, so $(d+t_s)\bar z\approx20$ nm$^2$ nearly balances $t_sw\approx18$ nm$^2$.

The subband calculation is for a (100) surface: two valleys with normal mass 0.916 and in-plane mass 0.19, and four with normal mass 0.19 and in-plane density-of-states mass 0.417, in electron masses. It gives $\bar z=1.73$ nm and $w=3.11$ nm, hence
$$\frac{6+1.73}{30+3.11-1.73}=\frac{7.73}{31.38}=0.246 .$$
This is 23% above the ideal slope. As $V_R$ goes from 0 to 1 V the slope given by the formula falls from 0.274 to 0.230, because $\bar z$ shrinks from 2.19 to 1.49 nm while $w$ grows from 2.05 to 4.12 nm. The mean slope over that volt is 0.248. At $V_R=0$ the hole tail is not quite negligible ($e^{-u_e}/(u_e-1)\approx0.08$), and keeping it raises the slope from 0.274 to 0.276; at 0.5 V and 1 V it changes the slope by 0.0002 or less.

At 358 K, with $N_s$ and $V_R=0.5$ V held fixed, the subband slope is 0.254 when $n_i$ is scaled as $T^{3/2}e^{-E_g/2kT}$ with a constant gap of 1.12 eV; the steeper measured rise of $n_i$ adds about 0.001. The ideal slope has no temperature dependence if the permittivities are constant.

## Comparison with real transistors

The parameters are rough values in the regime of silicon transistors with a retrograde channel: a lightly doped surface layer over a heavily doped one. Such devices break the assumption of electrons at the interface and that of a plane without depletion. In this model those two effects together move the slope at 0.5 V from 0.200 to 0.246. That value is for a (100) surface with a hard wall: a (110) surface, with lighter normal masses and deeper electrons, gives about 0.265, and penetration into the oxide lowers the (100) value by about 0.002. Real doping profiles are also graded, so $d$ itself is uncertain by part of the grading width; an error in $d$ changes the ideal slope by about the same fraction, with opposite sign.

Short gates break the one-dimensional picture. A source or drain disturbance decays along the channel as $e^{-ky}$. Between gate and ideal plane, Laplace's equation allows $\sin k(x+t)$ in the oxide and $B\sin k(d-x)$ in the layer. Matching $\phi$ and $\varepsilon\phi'$ at $x=0$ gives
$$\sin kt=B\sin kd,\qquad \varepsilon_{ox}\cos kt=-\varepsilon_sB\cos kd,$$
and division yields $\varepsilon_s\tan kt+\varepsilon_{ox}\tan kd=0$. The smallest root has $1/k=11.3$ nm. For a 100 nm gate the disturbance from one end falls to 0.012 of its edge amplitude at mid-channel; at a few tens of nanometres it would not be small. This factor describes the lowest mode only. The contributions of source and drain add, and depletion of a real plane lengthens the decay somewhat: with $d+w$ in place of $d$, $1/k$ is 12 to 13 nm. The slope itself is already affected at 100 nm. For an ideal plane, a fixed surface potential at mid-channel and source and drain 10 to 28 nm deep under an overlapping gate, Laplace's equation in two dimensions gives 0.197 to 0.193 in place of 0.200, and 0.17 to 0.14 for a 50 nm gate.

Hole degeneracy in the plane, with a rough valence-band density of states of $3\times10^{19}$ cm$^{-3}$, changes $\phi_F$ by 3 mV. In the ideal law this shifts $V_T$ by $0.2\times3=0.6$ mV and leaves the slope unchanged.

At $V_R=1$ V the oxide field is 1.9 MV/cm. For a rough barrier of 3.1 eV and oxide mass 0.4, the semiclassical gate tunnelling probability is about $2.5\times10^{-10}$ per attempt. Band-to-band tunnelling is estimated from a direct two-band model with gap $E_g=1.12$ eV, rough reduced mass $m_r=0.1$ and decay constant $\kappa=\sqrt{m_rE_g(1-4\epsilon^2/E_g^2)}/\hbar$, where $\epsilon$ is the energy from midgap. With $d\epsilon=qF\,dx$, the probability is $P=e^{-b}$, where
$$b=\frac{2}{qF}\int_{-E_g/2}^{E_g/2}\kappa\,d\epsilon=\frac{\pi\sqrt{m_r}E_g^{3/2}}{2\hbar qF}.$$
Here $P\approx3\times10^{-15}$. Transverse wavevector $k_\perp$ multiplies $b$ by $1+\hbar^2k_\perp^2/(m_rE_g)$. Integrating $P$ over $d^2k_\perp/(2\pi)^2$, and multiplying by $2q/h$ and by the energy window $W$ (total drop times $q$, minus $E_g$), gives
$$J=\frac{2q}{h}\,W\,\frac{m_rE_g}{4\pi\hbar^2b}\,e^{-b}\approx7\times10^{-8}\ \text{A/cm}^2 .$$
Silicon's gap is indirect and $b$ is sensitive to the mass and field, so this is a scale and not a leakage prediction. It also covers only the path under the channel. If a source or drain with $10^{20}$ cm$^{-3}$ donors touched the plane, the depletion approximation would give a peak junction field of about 2.5 MV/cm at $V_R=1$ V, and tunnelling there would be many orders of magnitude stronger. An undoped gap between these regions and the plane lowers that field.

Avalanche, bandgap narrowing, penetration of electrons into the oxide and random dopant placement are left out. The numerical output lists the values at the other biases.

## Numbers as computed

```
Temperature: 300 K; thermal voltage: 25.85 mV
Relative permittivity: silicon 11.7, oxide 3.9
Oxide thickness: 2.0 nm; layer thickness: 30.0 nm
Plane doping: 1.0e+19 cm^-3; intrinsic: 1.0e+10 cm^-3
Threshold surface density: 1.0e+17 cm^-3
Threshold sheet density: 1.0e+10 cm^-2
Threshold surface potential: 0.4167 V; phi_F: 0.5357 V
C_ox: 1.7266 uF/cm2; C_layer: 0.3453 uF/cm2
Ideal slope C_layer/C_ox: 0.2000 V/V
Silicon-equivalent oxide thickness: 6.00 nm
V_R 0.00 V: V_T ideal law 0.6072 V, Poisson 0.6079 V
V_R 0.25 V: V_T ideal law 0.6572 V, Poisson 0.6578 V
V_R 0.50 V: V_T ideal law 0.7072 V, Poisson 0.7077 V
V_R 0.75 V: V_T ideal law 0.7572 V, Poisson 0.7576 V
V_R 1.00 V: V_T ideal law 0.8072 V, Poisson 0.8075 V
Poisson fitted slope: 0.1996 V/V; max bend: 0.035 mV
Layer 20 nm, oxide 1 nm: slope Poisson 0.1499, law 0.1500 V/V
Slope at 0.5 V, ideal plane, fixed sheet density: Poisson 0.2215, law 0.2215 V/V
Slope at 0.5 V, real plane, fixed surface potential: Poisson 0.1820, law 0.1822 V/V
Slope at 0.5 V, real plane, fixed sheet density: Poisson 0.2028, law 0.2026 V/V
Slope at 0.5 V, subbands, real plane: matrix 0.2464, law 0.2464 V/V
Mean depth at 0.5 V: matrix 1.732, Airy 1.732 nm
V_R 0.0 V classical: field 0.300 MV/cm, z 0.86 nm, w 1.94 nm, slope 0.2207 V/V
V_R 0.0 V subbands: field 0.317 MV/cm, z 2.19 nm, w 2.05 nm, slope 0.2744 V/V
V_R 0.5 V classical: field 0.458 MV/cm, z 0.56 nm, w 2.96 nm, slope 0.2026 V/V
V_R 0.5 V subbands: field 0.481 MV/cm, z 1.73 nm, w 3.11 nm, slope 0.2464 V/V
V_R 1.0 V classical: field 0.610 MV/cm, z 0.42 nm, w 3.94 nm, slope 0.1917 V/V
V_R 1.0 V subbands: field 0.637 MV/cm, z 1.49 nm, w 4.12 nm, slope 0.2295 V/V
Subbands, real plane: V_T 0.6662 V at 0 V, 0.9144 V at 1 V
Subbands, mean slope from 0 to 1 V: 0.2482 V/V
Subbands, slope at 0.5 V and 358 K: 0.2535 V/V
Residual doping 1e+16 cm^-3: V_T shift law 1.39 mV, Poisson 1.39 mV
Hole degeneracy shift of plane level: 3.03 mV
Lateral decay length: 11.32 nm
Decay to mid-channel, gate length 100 nm: 0.0121
Oxide field at V_R 1 V: 1.91 MV/cm
Gate tunnelling probability at V_R 1 V: 2.5e-10
Band-to-band probability at V_R 1 V: 2.8e-15
Band-to-band current estimate at V_R 1 V: 7.3e-08 A/cm2
```
